# How Deep Radicals Penetrate a Narrow Pore Before Wall Recombination

## Problem

During plasma treatment of a porous low-k dielectric, radicals enter the pores from the gas. Model one pore as a long, straight cylinder of diameter \(d=2\ \mathrm{nm}\), open at \(z=0\). A radical flies freely from wall to wall. At each wall collision it recombines with probability \(\gamma=0.001\); otherwise it leaves again with a thermal speed and a direction drawn from the cosine law, independent of its arrival.

The radicals are points of mass \(m=16\ \mathrm{u}\) at \(T=300\ \mathrm{K}\). The loss probability is the same everywhere and does not depend on radical density. Surface diffusion and the time spent adsorbed are neglected.

(a) Find the mean flight length and the mean square axial advance per flight.

(b) Find the diffusion coefficient \(D\) along the pore and the loss rate \(k\).

(c) Find the depth \(L\) over which the steady radical density falls by a factor \(e\).

(d) Confirm \(L\) by counting flights: compare the variance of the recombination sites with the variance that the exponential law implies.

(e) Decide how far into the pore the exponential law can be trusted.

SI units and nanometres are used, since atomic units are unnatural here.

## Hints

1. Describe a flight by its angle \(\alpha\) to the pore axis and by the angle \(\beta\), in the cross-section, between its projection and the inward normal. The projection is a chord of a circle.
2. Molecules leaving a wall are weighted by flux, so fast ones are more frequent among them than in the gas. The flight time needs the mean of \(1/v\) with that weight.
3. For the loss rate, compare the wall area of a short piece of pore with its volume.
4. In (d), ask how many flights a radical makes before it recombines, and how the variances of independent advances add.
5. In (e), find the probability of a single very long flight. Does it fall exponentially with distance?

## Solution

### (a) One flight

The flight direction has axial component \(\cos\alpha\), inward normal component \(\sin\alpha\cos\beta\) and tangential component \(\sin\alpha\sin\beta\), with \(0<\alpha<\pi\) and \(-\pi/2<\beta<\pi/2\). In the cross-section the flight is a chord of length \(d\cos\beta\). This equals \(\ell\sin\alpha\), where \(\ell\) is the full flight length. Hence

\[
\ell=\frac{d\cos\beta}{\sin\alpha},\qquad
\zeta=\ell\cos\alpha=d\cos\beta\cot\alpha ,
\]

where \(\zeta\) is the axial advance. The cosine law gives a probability per solid angle equal to the normal component divided by \(\pi\). With \(d\Omega=\sin\alpha\,d\alpha\,d\beta\), the weight is

\[
P(\alpha,\beta)\,d\alpha\,d\beta=\frac{1}{\pi}\sin^2\alpha\,\cos\beta\,d\alpha\,d\beta .
\]

It is normalized, because the two angular integrals are \(\pi/2\) and \(2\). The averages are

\[
\langle\ell\rangle=\frac d\pi\int_0^\pi\sin\alpha\,d\alpha
\int_{-\pi/2}^{\pi/2}\cos^2\beta\,d\beta
=\frac d\pi\cdot2\cdot\frac\pi2=d,
\]

\[
\langle \zeta^2\rangle=\frac{d^2}{\pi}\int_0^\pi\cos^2\alpha\,d\alpha
\int_{-\pi/2}^{\pi/2}\cos^3\beta\,d\beta
=\frac{d^2}{\pi}\cdot\frac\pi2\cdot\frac43=\frac{2d^2}{3}.
\]

The mean advance \(\langle\zeta\rangle\) vanishes by symmetry.

### (b) Diffusion and loss

Let \(u^2=2k_BT/m\). The speeds of molecules leaving a thermal wall have the weight \(v^3e^{-v^2/u^2}\): two powers of \(v\) come from the Maxwell distribution and one from the flux. Therefore

\[
\left\langle\frac1v\right\rangle=
\frac{\int_0^\infty v^2e^{-v^2/u^2}dv}{\int_0^\infty v^3e^{-v^2/u^2}dv}
=\frac{\sqrt\pi\,u^3/4}{u^4/2}=\frac{\sqrt\pi}{2u}=\frac1{\bar v},
\qquad \bar v=\sqrt{\frac{8k_BT}{\pi m}} .
\]

Speed and direction are independent, so the mean flight time is \(\tau=\langle\ell\rangle\langle1/v\rangle=d/\bar v\).

After many flights \(N\), the variance of the axial position is \(N\langle\zeta^2\rangle\) and the elapsed time is close to \(N\tau\). Diffusion in one dimension has variance \(2Dt\), so

\[
D=\frac{\langle\zeta^2\rangle}{2\tau}
=\frac{2d^2/3}{2d/\bar v}=\frac{d\,\bar v}{3}.
\]

This is the Knudsen diffusion coefficient: the pore diameter takes the place of the gas mean free path.

Now let \(n\) be the number of radicals per pore volume. For small \(\gamma\) the gas in the pore stays nearly isotropic and Maxwellian, and \(n\bar v/4\) radicals strike each unit of wall area per unit time. A pore piece of length \(\delta z\) has wall area \(\pi d\,\delta z\) and volume \(\pi d^2\delta z/4\), a ratio of \(4/d\). The loss per volume is \(kn\), with

\[
k=\gamma\,\frac{\bar v}{4}\,\frac4d=\frac{\gamma\bar v}{d}=\frac{\gamma}{\tau}.
\]

The last form says that a fraction \(\gamma\) is lost per flight.

For the given radical, \(\bar v=630\ \mathrm{m/s}\), and

\[
D=\frac{(2\times10^{-9}\ \mathrm m)(630\ \mathrm{m/s})}{3}
=4.20\times10^{-7}\ \mathrm{m^2/s},
\]

\[
k=\frac{0.001\times630\ \mathrm{m/s}}{2\times10^{-9}\ \mathrm m}
=3.15\times10^{8}\ \mathrm{s^{-1}} .
\]

A flight takes about 3.2 ps and a radical lives about 3.2 ns.

Free flight also requires that gas collisions be rare. At a pressure \(p=10\ \mathrm{Pa}\), with a collision diameter \(\sigma=0.3\ \mathrm{nm}\), the estimate \(k_BT/(\sqrt2\,\pi\sigma^2p)\) gives a mean free path of about 1 mm, far larger than the pore diameter.

### (c) Penetration depth

The diffusive flux is \(-D\,dn/dz\). In steady state, the amount by which it decreases over a short length supplies the wall loss:

\[
-\frac{d}{dz}\left(-D\frac{dn}{dz}\right)=kn
\quad\Longrightarrow\quad
D\frac{d^2n}{dz^2}=kn .
\]

The solutions are \(e^{\pm z/L}\) with \(L^2=D/k\). In a long pore fed only from its mouth the growing solution is absent, so \(n=n_0e^{-z/L}\), and

\[
L=\sqrt{\frac Dk}
=\sqrt{\frac{d\bar v}{3}\,\frac{d}{\gamma\bar v}}
=\frac{d}{\sqrt{3\gamma}} .
\]

With the given values,

\[
L=\frac{2\ \mathrm{nm}}{\sqrt{0.003}}=36.5\ \mathrm{nm}\approx37\ \mathrm{nm}
\qquad(690\ \text{bohr}).
\]

The speed has cancelled. A faster radical diffuses faster but meets the wall more often in the same proportion. In this model, mass and temperature can affect \(L\) only through \(\gamma\).

The 2 nm must be the diameter. If it were the radius, \(L\) would be 73 nm.

### (d) Counting flights

Follow a radical that has just left the wall. It recombines at the end of flight \(N\) with probability \(\gamma(1-\gamma)^{N-1}\), so the mean number of flights is

\[
\langle N\rangle=\sum_{N=1}^{\infty}N\gamma(1-\gamma)^{N-1}=\frac1\gamma .
\]

The advances are independent with zero mean, so their cross terms average to zero. Recombination does not depend on the advances either. The variance of the recombination site, measured from the start, is therefore

\[
\langle Z^2\rangle=\langle N\rangle\langle\zeta^2\rangle=\frac{2d^2}{3\gamma}.
\]

In the diffusion picture, radicals released at one point of a pore that is long in both directions recombine with the site density \(e^{-|Z|/L}/(2L)\). Its variance is

\[
\frac1{2L}\int_{-\infty}^{\infty}Z^2e^{-|Z|/L}\,dZ
=\frac1L\int_0^\infty Z^2e^{-Z/L}\,dZ=2L^2 .
\]

Equating the two variances gives \(L=d/\sqrt{3\gamma}\) again. A test with 20,000 random trajectories gave \(L=36.8\ \mathrm{nm}\) from the variance, within its 4% tolerance relative to the formula.

The count also shows why the depth is so modest. A radical makes about 1000 flights of mean length 2 nm, a total path of about 2000 nm, but the directions largely cancel.

### (e) Range of the exponential law

Let \(F(z)\) be the probability that one flight advances by more than \(z\) in the positive direction. At fixed \(\beta\), this requires \(\alpha<\alpha_*\), where \(\tan\alpha_*=d\cos\beta/z\). Thus

\[
F(z)=\frac1\pi\int_{-\pi/2}^{\pi/2}\cos\beta\,d\beta
\int_0^{\alpha_*}\sin^2\alpha\,d\alpha .
\]

For \(z\gg d\), \(\alpha_*\approx d\cos\beta/z\) is small and the inner integral is \(\alpha_*^3/3\). Then

\[
F(z)\approx\frac{d^3}{3\pi z^3}\int_{-\pi/2}^{\pi/2}\cos^4\beta\,d\beta
=\frac{d^3}{3\pi z^3}\,\frac{3\pi}{8}=\frac{d^3}{8z^3}.
\]

Long flights are rare, but their probability falls as a power of distance.

To see the consequence, let \(J\) be the flux entering the mouth and \(w(z)\) the flux striking the wall. The density of advances is \(K(z)=-F'(z)\) for \(z>0\), and \(K\) is even. The gas outside can be replaced by an imagined continuation of the pore whose wall emits \(J\) per area: in equilibrium both send the same radicals through the mouth. A wall point at depth \(z\) then receives \(J\int_z^\infty K(s)\,ds=JF(z)\) directly from outside. Adding re-emission inside the pore gives

\[
w(z)=JF(z)+(1-\gamma)\int_0^\infty K(z-z')\,w(z')\,dz' .
\]

Well inside the pore, where \(w\) changes little over a typical flight, expand \(w(z')\) about \(z\). The linear term vanishes by symmetry, and the direct term is dropped:

\[
w\approx(1-\gamma)\left(w+\frac{\langle\zeta^2\rangle}{2}w''\right)
\quad\Longrightarrow\quad
\gamma w\approx(1-\gamma)\frac{d^2}{3}w'' .
\]

For small \(\gamma\) this returns the decay length found in (c). The expansion cannot be continued to fourth order, since \(K\) falls as \(z^{-4}\) and \(\int z^4K\,dz\) diverges.

Moreover, both terms in the equation for \(w\) are non-negative, so \(w(z)\ge JF(z)\). A power law eventually exceeds any decaying exponential, so the exponential must fail at sufficient depth. The wall flux \(w\) stands in here for the density: \(w/J\) and \(n\) relative to the outside gas agree to about 1% down to \(8L\), although radicals beaming along the axis give \(n\) a still slower tail. The power-law tail needs a straight line of sight along the pore. The pores of real low-k films are tortuous and interconnected, so this part describes the straight cylinder only.

The numerical output shows where this matters. Solving the equation for \(w\) and fitting between \(0.5L\) and \(3L\) gives a decay length of 36.5 nm, in agreement with the formula. Near \(8L\), about 292 nm deep, the local decay length has grown to 41.7 nm, 14% above \(L\). Between \(2L\) and \(4L\) the computed flux falls by a factor 0.138, against \(e^{-2}=0.135\). For this \(\gamma\), the decay is therefore exponential to within about 2% down to \(4L\), or roughly 150 nm. Beyond that the local decay length grows steadily: it is about 5% above \(L\) at \(6L\).

At \(8L\), direct flights from the mouth contribute little by themselves: \(F\approx4\times10^{-8}\), against \(w/J=4.0\times10^{-4}\). Each such arrival is, however, followed by about \(1/\gamma\) further collisions, which raises the contribution to roughly \(4\times10^{-5}\). Long flights starting inside the pore add to it.

The prefactor needs separate care. At depth \(L\) the solution gives \(w/J=0.344\), while \(e^{-1}=0.368\). Between \(L\) and \(2L\) it falls by the factor \(0.126/0.344=0.37\), as expected. The diffusion equation thus gives the decay well, but setting the mouth value equal to that of the outside gas overestimates the flux at \(L\) by about 7% relative to the solution.

## Variation 1: a more reactive wall

*How does \(L\) change for \(\gamma=0.01\) and \(\gamma=0.1\)? What loss probability lets radicals reach a chosen depth \(H\)?*

Since \(L\propto\gamma^{-1/2}\), the formula gives 11.5 nm and 3.7 nm. The second value is less than two pore diameters, so the density changes appreciably during one flight. It should be read as a rough scale. The shortfall of the prefactor found in part (e) also grows with \(\gamma\): at depth \(L\), \(w/J\) is about \(0.84\,e^{-1}\) for \(\gamma=0.01\) and \(0.65\,e^{-1}\) for \(\gamma=0.1\).

Requiring \(L\ge H\) and squaring gives

\[
\frac{d^2}{3\gamma}\ge H^2
\quad\Longrightarrow\quad
\gamma\le\frac{d^2}{3H^2}.
\]

For depths of many pore diameters, where \(\gamma\) is small, doubling the desired depth requires a fourfold smaller loss probability. The same estimate can be made for a radical that damages the pore wall and for a reactive species meant to repair it, each with its own \(\gamma\), as long as the assumptions of the model hold for both. A repair molecule may be too large to count as a point in a 2 nm pore. If it is treated as a hard sphere, \(d\) must be replaced by the pore diameter minus the molecular diameter, which shortens \(L\). If the reaction uses up wall sites, \(\gamma\) changes with depth and time, and the steady exponential no longer applies.

## Variation 2: a pore closed at depth \(H\)

*Find the density profile when the pore ends at \(z=H\), with \(H\gg d\).*

The end disc also removes radicals. Balancing the diffusive flux against its loss gives \(-Dn'=\gamma\bar vn/4\) at \(z=H\). Using \(D=d\bar v/3\) and \(3\gamma=d^2/L^2\),

\[
-\frac{Ln'}{n}=\frac{3\gamma L}{4d}=\frac{d}{4L}\approx0.014 .
\]

This is small compared with one, so set \(n'(H)=0\). The solution of \(L^2n''=n\) with that condition and \(n(0)=n_0\) is

\[
n(z)=n_0\,\frac{\cosh[(H-z)/L]}{\cosh(H/L)} .
\]

At the bottom, \(n(H)/n_0=1/\cosh(H/L)\). For \(H\ll L\) this is approximately \(1-H^2/(2L^2)\), and the density varies little along the pore. Here \(n_0\) is the interior profile extrapolated back to \(z=0\). It lies below both the outside density and the actual density at the mouth: for a long pore with \(\gamma=0.001\) it is about 0.93 of the outside value, while the density at the mouth is about 0.97 of it. For \(H\gg L\) it is approximately \(2e^{-H/L}\): the closed end doubles the value an endless pore would have at that depth, because radicals that reach the end are returned. At very large \(H/L\) the long flights of part (e) limit this result too.

## Values computed for the example and the checks

```
Pore diameter: 2.0 nm
Wall recombination probability: 0.0010 (no unit)
Temperature: 300 K
Radical mass: 16 u
Gas pressure: 10 Pa
Gas collision diameter: 0.3 nm
Gas mean free path: 1.04 mm
Mean chord / d: 1.000000 (no unit)
Mean square axial hop / d^2: 0.666667 (no unit)
Mean thermal speed: 630.1 m/s
Mean flight time: 3.174 ps
Knudsen diffusion coefficient: 4.200e-07 m^2/s
Wall-loss rate: 3.150e+08 1/s
Radical lifetime: 3.174 ns
Penetration depth L: 36.51 nm
Penetration depth L: 690 bohr
L if 2 nm were the radius: 73.03 nm
Random flights, number of radicals: 20000 (count)
Random flights, mean wall hits: 993 (count)
Random flights, L from variance: 36.8 nm
Integral equation, L fitted 0.5L to 3L: 36.48 nm
Same fit, gamma = 0.0001: 115.69 nm
Formula, gamma = 0.0001: 115.47 nm
Local decay length near 2L: 36.59 nm
Local decay length near 8L: 41.72 nm
At 1L = 36.5 nm: w/J = 3.439e-01, exp(-z/L) = 3.679e-01 (no unit)
At 2L = 73.0 nm: w/J = 1.261e-01, exp(-z/L) = 1.353e-01 (no unit)
At 4L = 146.1 nm: w/J = 1.742e-02, exp(-z/L) = 1.832e-02 (no unit)
At 8L = 292.1 nm: w/J = 4.000e-04, exp(-z/L) = 3.355e-04 (no unit)
Formula L for gamma = 0.01: 11.55 nm
Formula L for gamma = 0.10: 3.65 nm
```
